# The Clausius–Mossotti Divergence Is Not a Prediction of a Transition

A porous insulating film between metal lines has a low dielectric constant partly because it contains little matter. When its pores collapse, there are more polarizable units per volume and the dielectric constant rises. If the pores are roughly round, its excess over one, the value for empty space, rises faster than the density, because each unit is polarized by its neighbours as well as by the applied field. Closing the pores ends at the dielectric constant of the dense solid. The question is where the feedback between units leads if the dense matter itself is compressed further.

The Clausius–Mossotti relation gives a dramatic answer: at a finite density the dielectric constant becomes infinite. It is natural to read this as a transition awaiting any dielectric that is compressed far enough. The divergence is indeed an instability of the model behind the relation. That model, however, gives every unit a fixed polarizability and places it at a point. Whether a material follows it to the divergence is a separate question.

## The argument for a transition

Hartree atomic units and Gaussian electrostatics are used, so polarizabilities are volumes in bohr³. Let identical units of polarizability $\alpha$ occupy a cubic lattice with number density $n$. Each carries a dipole $\mathbf p$, the polarization is $\mathbf P=n\mathbf p$, and $\mathbf E$ is the macroscopic field. The response is linear.

To find the field on one unit, draw a large sphere around it. Matter outside can be treated as continuous. A uniformly polarized ball is a pair of balls of charge density $\pm\rho$ displaced by $\mathbf d$, with $\mathbf P=\rho\mathbf d$. The field inside one charged ball is $4\pi\rho\mathbf r/3$, so the pair produces $-4\pi\mathbf P/3$. Removing this contribution from $\mathbf E$ leaves $\mathbf E+4\pi\mathbf P/3$.

The discrete dipoles inside the sphere must now be restored. For point dipoles their field at the centre is

$$
\sum_{\mathbf R\ne0}\frac{3\mathbf R(\mathbf R\cdot\mathbf p)-R^2\mathbf p}{R^5}.
$$

Cubic symmetry makes the summed tensor a multiple of the identity. Its trace is zero, since $3R^2-3R^2=0$, so the sum vanishes. Therefore

$$
\mathbf p=\alpha\left(\mathbf E+\frac{4\pi n}{3}\mathbf p\right).
$$

With $x=4\pi n\alpha/3$, this gives $\mathbf p=\alpha\mathbf E/(1-x)$. Since $4\pi n\alpha=3x$,

$$
\varepsilon=1+\frac{4\pi P}{E}=1+\frac{3x}{1-x}=\frac{1+2x}{1-x}.
$$

Equivalently, $(\varepsilon-1)/(\varepsilon+2)=x$. The divergence is at $x=1$.

The case for a transition is stronger than a vanishing denominator. Rewrite the response as

$$
K\mathbf p=\mathbf E,\qquad K=\frac1\alpha-\frac{4\pi n}{3}.
$$

The first term is the restoring stiffness of an isolated unit; the second is the help it gets from its neighbours. At $x=1$ they balance. For $x>1$, a small uniform polarization at $\mathbf E=0$ lowers the energy and grows until something outside linear response stops it. Within the model, this is a real catastrophe.

It is not the release of mobile charge, however. In a long-wavelength polarization wave with $\mathbf P$ parallel to the wavevector, the displacement field is $\mathbf D=\mathbf E+4\pi n\mathbf p$, and hence

$$
(K+4\pi n)\mathbf p=\mathbf D,\qquad
K+4\pi n=\frac1\alpha+\frac{8\pi n}{3}>0.
$$

This longitudinal stiffness stays positive; the transverse one fails. The model is heading for spontaneous polarization, and the negative $\varepsilon$ at $x>1$ belongs to an unstable reference state, not to a metal.

Nor is $x=1$ always the stability limit of point dipoles. Other patterns can soften first. A search over a grid of wavevectors found the uniform pattern to be the softest on the face-centred cubic lattice. On the simple cubic lattice, a pattern whose sign alternates along two cube axes has an attraction 1.278 times $4\pi n/3$. It is unstable once $x$ exceeds $1/1.278=0.782$. There the Clausius–Mossotti formula still returns a finite, positive $\varepsilon=(1+1.565)/(1-0.782)\approx11.8$. The divergence can thus miss even the instability of its own model.

## A number that raises suspicion

Methane is a small closed-shell hydrocarbon unit with an isotropic polarizability. Restricted Hartree–Fock in the aug-cc-pVDZ basis, with fixed nuclei and a C–H distance of 2.06 bohr, gives $\alpha=16.02$ bohr³. Electron correlation and nuclear motion are left out. The last digits depend on the basis: aug-cc-pVTZ gives 16.09 bohr³, 0.4% more, which lowers the mass density below to 2.67 g/cm³. The nominal divergence is at

$$
n_{\rm CM}=\frac{3}{4\pi\alpha}
=\frac{3}{4\pi(16.02)}
=0.0149\ \text{bohr}^{-3},
$$

or 2.68 g/cm³. On a face-centred cubic lattice the nearest molecular centres would then be 4.56 bohr apart, only a little more than twice the C–H distance. The electron clouds cannot be regarded as points at such a separation.

## What overlap does to the local field

Replace each point dipole by a rigid cloud. Let $f(\mathbf r)$ be a normalized Gaussian of width $s$,

$$
f(\mathbf r)=\frac{e^{-r^2/2s^2}}{(2\pi s^2)^{3/2}},
$$

and let the induced charge density be $-\mathbf p\cdot\nabla f$. The polarizability $\alpha$ now relates $\mathbf p$ to the external field averaged over the cloud with weight $f$. In a uniform field it has its former meaning.

Two unit charges with distribution $f$, a distance $R$ apart, interact through the convolution of the two distributions. This is again a Gaussian, with variance $2s^2$ along each axis:

$$
g(R)=\frac{e^{-R^2/4s^2}}{(4\pi s^2)^{3/2}}.
$$

The Coulomb potential of this Gaussian is

$$
\phi(R)=\frac{\operatorname{erf}(R/2s)}{R},
\qquad \nabla^2\phi=-4\pi g.
$$

A dipole cloud centred at $\mathbf R_i$ is $(\mathbf p_i\cdot\nabla_{\mathbf R_i})f(\mathbf r-\mathbf R_i)$. The interaction of two such clouds is therefore obtained by differentiating $\phi(|\mathbf R_i-\mathbf R_j|)$ once with respect to each centre. The derivative with respect to $\mathbf R_j$ brings a minus sign:

$$
U_{ij}=-\mathbf p_i\cdot\mathsf T(\mathbf R_i-\mathbf R_j)\cdot\mathbf p_j,
\qquad \mathsf T=\nabla\nabla\phi.
$$

The averaged field at cloud $i$ due to cloud $j$ is $\mathsf T\mathbf p_j$.

Now repeat the sphere construction. Distant clouds act as point dipoles, because $\phi\to1/R$, so the outside still supplies $\mathbf E+4\pi\mathbf P/3$. Inside, cubic symmetry again replaces the summed tensor by one third of its trace. That trace is $\nabla^2\phi=-4\pi g$, which no longer vanishes:

$$
\sum_{\mathbf R\ne0}\mathsf T(\mathbf R)\mathbf p
=-\frac{4\pi}{3}\sum_{\mathbf R\ne0}g(R)\,\mathbf p.
$$

The corrected stiffness is

$$
K=\frac1\alpha-\frac{4\pi n}{3}L,
\qquad L=1-\frac1n\sum_{\mathbf R\ne0}g(R),
$$

and, since $K=(1-xL)/\alpha$,

$$
\varepsilon=1+\frac{4\pi n}{K}=1+\frac{3x}{1-xL}.
$$

If the clouds do not overlap, $L=1$ and Clausius–Mossotti returns. Overlap makes $L<1$. The reason is geometrical: a unit inside its neighbour's charge cloud does not feel the full field of a distant dipole. This lattice formula was tested against an independent reciprocal-space sum at $x=0.3$, 1 and 2.

## Why the catastrophe can disappear altogether

A smaller $L$ might merely postpone the divergence, since $n$ keeps growing. What decides the matter is the repulsion of an induced cloud from itself.

Write the Coulomb self-energy of one induced cloud as $\frac12Jp^2$. It is half the interaction of two coincident clouds, $-\frac12\mathbf p\cdot\mathsf T(0)\cdot\mathbf p$. At zero separation $\mathsf T$ is isotropic, so each diagonal element is $-4\pi g(0)/3$. Hence

$$
J=\frac{4\pi}{3}g(0)
=\frac{4\pi}{3}\,\frac1{8\pi^{3/2}s^3}
=\frac1{6\sqrt\pi\,s^3}.
$$

This repulsion is already part of the measured or computed stiffness $1/\alpha$ of the isolated molecule. Separate it:

$$
\frac1\alpha=\frac1{\alpha_b}+J,
\qquad
\frac1{\alpha_b}=\frac{1-c}{\alpha},
\qquad c=\alpha J.
$$

The term $1/\alpha_b$ contains everything that resists polarization other than the classical self-repulsion.

Consider clouds at arbitrary positions, with no external field. Their energy is

$$
W=\sum_i\frac{p_i^2}{2\alpha}
-\frac12\sum_{i\ne j}\mathbf p_i\cdot\mathsf T_{ij}\cdot\mathbf p_j.
$$

The Coulomb energy of the total induced charge, including self-energies, is

$$
W_C=\frac J2\sum_i p_i^2
-\frac12\sum_{i\ne j}\mathbf p_i\cdot\mathsf T_{ij}\cdot\mathbf p_j
=\frac1{8\pi}\int|\mathbf E_{\rm ind}|^2\,d^3r\ge0,
$$

where $\mathbf E_{\rm ind}$ is the field of all induced charges. Subtracting the two expressions gives

$$
W=\frac12\left(\frac1\alpha-J\right)\sum_i p_i^2+W_C
\ge\frac{1-c}{2\alpha}\sum_i p_i^2.
$$

If $c<1$, every nonzero set of dipoles costs energy. There is no catastrophe at any density, on any lattice or in any disordered arrangement of these clouds. The proof uses only $\alpha$ and $J$, so it also holds for rigid clouds of another shape if their self-repulsion is isotropic.

For the cubic array the same inequality gives $K\ge1/\alpha_b$, and therefore

$$
\varepsilon\le1+4\pi n\alpha_b=1+\frac{3x}{1-c}.
$$

The bound is approached at high density. When many lattice points lie within one cloud width, the sum of $g(R)/n$ over all lattice points, including $\mathbf R=0$, becomes the integral of $g$, which is one. Thus

$$
nL=n-\sum_{\mathbf R\ne0}g(R)\longrightarrow g(0),
\qquad
K\longrightarrow\frac1\alpha-\frac{4\pi}{3}g(0)=\frac1{\alpha_b}.
$$

The overlapping induced charges have then merged into a smooth distribution. The field from the other clouds is $\mathbf E+J\mathbf p$; adding the cloud's own averaged field, $-J\mathbf p$, leaves just the macroscopic field. The dielectric constant still grows with density, but linearly.

The origin of the point-dipole catastrophe is now visible. Shrinking $s$ at fixed $\alpha$ makes $J$ grow as $1/s^3$. To keep $1/\alpha$ unchanged, $1/\alpha_b$ must become negative. A fixed positive polarizability at a point therefore conceals a unit that would be unstable without its self-repulsion. At high density the neighbours cancel that repulsion and expose the instability.

## Methane clouds on both sides of the nominal density

The Hartree–Fock density induced in methane has $J=0.0259$ bohr$^{-3}$, so

$$
c=\alpha J=16.02\times0.02594=0.416.
$$

This is below one. In the aug-cc-pVTZ basis $J=0.0257$ bohr$^{-3}$ and $c=0.413$, and the width below is unchanged to the digits shown. The Gaussian with the same self-repulsion has $s=1.54$ bohr, and $\alpha_b=16.02/(1-0.416)=27.4$ bohr³. With these values held fixed, the face-centred cubic array gives:

| $x$ | $L$ | $\varepsilon$, points | $\varepsilon$, clouds |
|---:|---:|---:|---:|
| 0.1 | 0.998 | 1.33 | 1.33 |
| 0.3 | 0.878 | 2.29 | 2.22 |
| 0.5 | 0.694 | 4.00 | 3.30 |
| 0.9 | 0.445 | 28.0 | 5.51 |
| 1.0 | 0.405 | diverges | 6.04 |
| 1.1 | 0.371 | −32.0 | 6.58 |
| 2.0 | 0.208 | −5.00 | 11.3 |

At the nominal divergence the arithmetic is

$$
\varepsilon=1+\frac{3}{1-0.405}=6.04.
$$

Nothing singular happens there. The upper bound at this density is $1+3/(1-0.4157)=6.13$, so the Gaussian array is already close to its high-density behaviour. This closeness is a property of the Gaussian shape, as noted below.

The comparison also shows where the old relation is useful. At $x=0.3$, a density of about 0.80 g/cm³, the point formula exceeds the cloud result by about 3% of the latter. At $x=0.5$ the excess is about 21%. Good agreement at small $x$ is no licence to extrapolate to the pole.

Disorder does not restore the catastrophe. A finite cluster of 256 sites was built at $x=2$ by randomly displacing the sites of a face-centred cubic block, with a standard deviation of 0.05 cube edge in each coordinate. For point dipoles its lowest stiffness was $-0.0927$ bohr$^{-3}$, which is unstable. That value belongs to one random draw, and the undisplaced block is already unstable at this density. For the methane clouds at the same positions it was $0.0366$ bohr$^{-3}$, just above the guaranteed floor $1/\alpha_b=0.0365$ bohr$^{-3}$.

These numbers describe a controlled model, not compressed methane. The Gaussian reproduces the self-repulsion of the induced density but not its full shape, so the intermediate values of $L$ depend on that choice. With the Hartree–Fock induced density itself held rigid on the lattice, $\varepsilon$ at $x=1$ is 5.5 to 5.7 for two molecular orientations rather than 6.04, still finite, while the excess of the point formula is 2 to 3% at $x=0.3$ and about 22% at $x=0.5$. Pauli repulsion between molecules, distortion of the clouds by their neighbours, higher multipoles and electron transfer are absent. The refutation needs no more than this: keeping the same molecular polarizability and giving the induced cloud the width found for methane removes the supposed transition.

## When overlap is not enough

Smearing is not a universal cure. If $c>1$, then $1/\alpha_b<0$. At low density $K$ approaches $1/\alpha>0$; at high density it approaches $1/\alpha_b<0$. Since $K$ varies continuously with density, it must cross zero.

For an artificial cloud with the polarizability of methane but $c=1.5$, the width is 1.00 bohr and the divergence survives at $x=1.17$. Overlap has moved it by 17% in density. The criterion is thus whether the cloud is wide enough for its polarizability, not merely whether clouds overlap. The dividing width follows from $c=1$:

$$
s^3=\frac{\alpha}{6\sqrt\pi}.
$$

For $\alpha=16.02$ bohr³ this gives $s=1.15$ bohr, well below the 1.54 bohr obtained for methane.

## The polarizability also changes

So far $\alpha$ has been held fixed, which is the other half of the Clausius–Mossotti extrapolation. If $\alpha$ depends on density, then $x\propto n\alpha(n)$ and

$$
\frac{d\ln x}{d\ln n}=1+\frac{d\ln\alpha}{d\ln n}.
$$

A falling polarizability slows the approach to $x=1$, stops it if $\alpha$ falls as $1/n$, and reverses it if $\alpha$ falls faster.

A simple way to squeeze the molecule is to add a potential $\frac12\omega^2r^2$ for each electron, centred on carbon. For $\omega=0$, 0.1 and 0.2 hartree, the polarizability of methane is 16.0, 14.3 and 11.5 bohr³. At the density where the free-molecule value gives $x=1$, the last value gives $x=0.716$. Even the point formula then yields a finite result,

$$
\varepsilon=\frac{1+2(0.716)}{1-0.716}\approx8.6.
$$

Over the same range $c$ rises only from 0.416 to 0.434, so the stability condition continues to hold. In the aug-cc-pVTZ basis $c$ runs from 0.413 to 0.436 and the last $x$ is 0.715. The parameter $\omega$ has not been matched to a density, and the calculation therefore shows the sensitivity of the nominal pole, not an equation of state. Nor must $\alpha$ fall in every solid: neighbours can also make electrons easier to displace.

## What would establish a real transition

None of this forbids a dense dielectric from becoming ferroelectric or metallic. A continuous ferroelectric transition driven by a polar distortion requires that distortion to lose its stiffness, with the ionic motion and short-range forces included. A metallic transition requires the energy gap for moving charge through the solid to close, a process that bound clouds cannot describe. Either may happen near $x=1$, far from it, or not at all.

The value $x=1$ is still informative. It marks a density by which the extrapolation from isolated molecules must be replaced by a calculation of the dense material. For the methane clouds, the replacement is already needed well before that point: at half the nominal density the point formula is wrong by a fifth relative to the cloud model. The numerical output below gives the remaining values and the upper bounds.

## Computed results

```
POINT DIPOLES: strongest attraction / (4 pi n/3), dimensionless
  fcc: 1.0000 at q = [0. 0. 0.] (2 pi/a)
  simple cubic: 1.2781 at q = [0.5 1.  0.5] (2 pi/a)
  simple cubic stability limit: x = 0.7824
METHANE, RHF/aug-cc-pVDZ, C-H = 2.06 bohr, field 0.003 a.u.
  alpha from dipole: 16.024 bohr^3
  alpha from energy: 16.023 bohr^3
  alpha along (111): 16.025 bohr^3
  self-repulsion J: 0.02594 bohr^-3
  c = alpha*J: 0.4157
  equivalent Gaussian width s: 1.5361 bohr
  alpha_b = alpha/(1-c): 27.424 bohr^3
NOMINAL CM DIVERGENCE, x = 1
  number density: 0.014898 bohr^-3
  mass density: 2.678 g/cm^3
  fcc cube edge: 6.451 bohr
  nearest-neighbour distance: 4.562 bohr
FCC ARRAY: x, overlap factor, eps CM, eps clouds, upper bound
  0.1  0.9982     1.333  1.333  1.513
  0.3  0.8781     2.286  2.222  2.540
  0.5  0.6935     4.000  3.296  3.567
  0.9  0.4452    28.000  5.505  5.621
  1.0  0.4052  diverges  6.044  6.134
  1.1  0.3712   -32.000  6.578  6.648
  2.0  0.2077    -5.000  11.262  11.269
  5.0  0.0831    -2.750  26.671  26.671
DISORDERED CLUSTER, 256 sites, x = 2: lowest stiffness
  point dipoles: -0.09273 bohr^-3
  Gaussian clouds: 0.03657 bohr^-3
  guaranteed floor 1/alpha_b: 0.03646 bohr^-3
NARROW CLOUD, c = 1.5: width 1.0015 bohr
  divergence survives at x = 1.1687
CONFINED METHANE, added potential omega^2 r^2/2 per electron
  omega (hartree), alpha (bohr^3), c, x at the free-molecule n_CM
  0.0  16.024  0.4157  1.0000
  0.1  14.296  0.4231  0.8921
  0.2  11.480  0.4337  0.7164
```
